# Hund case (c) states of a dihalogen from two ²P atoms: a numerical check

```python
"""
Result under test: two identical p^5 atoms (term 2P, levels J=3/2 and J=1/2)
give 23 Hund case (c) molecular states, 10 + 10 + 3 over the asymptotes
3/2+3/2, 3/2+1/2 and 1/2+1/2, with definite g/u and 0+/0- labels.

Symbols: zeta = one-electron spin-orbit constant (cm^-1); J, M = atomic angular
momentum and its projection on the molecular axis z; Omega = |M_A + M_B|;
g/u = sign under inversion at the midpoint; +/- = sign under reflection in xz;
Lambda, S = orbital projection and total spin in case (a).
The direct side uses ten-electron Slater determinants (five on each atom).
"""
from collections import Counter
import numpy as np
from scipy.linalg import expm
from scipy.constants import h, c, e

zeta = 2000.0

# One-electron operators in the basis (px, py, pz) x (spin up, spin down)
levi = np.zeros((3, 3, 3))
for a, b, d in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[a, b, d], levi[a, d, b] = 1, -1
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
orb = [np.kron(-1j * levi[k], np.eye(2)) for k in range(3)]
spin = [np.kron(np.eye(3), pauli[k] / 2) for k in range(3)]
total = [orb[k] + spin[k] for k in range(3)]
spin_orbit = zeta * sum(orb[k] @ spin[k] for k in range(3))
half_turn_spin = np.array([[0, -1], [1, 0]], complex)   # exp(-i pi s_y)
mirror_space = np.diag([1, -1, 1])                     # y -> -y
mirror = np.kron(mirror_space, half_turn_spin)
time_rev = np.kron(np.eye(3), half_turn_spin)          # followed by conjugation

atom_dets = [tuple(x for x in range(6) if x != hole) for hole in range(6)]
mol_dets = [p + tuple(6 + x for x in q) for p in atom_dets for q in atom_dets]


def both(op):
    """The same one-electron operator on atom A and atom B."""
    return np.kron(np.eye(2), op)


def group_op(u, dets):
    """Many-electron matrix of a one-electron transformation, from minors."""
    return np.array([[np.linalg.det(u[np.ix_(r, q)]) for q in dets]
                     for r in dets])


def sum_op(f, dets):
    """Many-electron matrix of a sum of one-electron operators."""
    index = {d: k for k, d in enumerate(dets)}
    out = np.zeros((len(dets), len(dets)), complex)
    for col, det in enumerate(dets):
        for pos, old in enumerate(det):
            for new in np.nonzero(np.abs(f[:, old]) > 1e-14)[0]:
                trial = list(det)
                trial[pos] = int(new)
                if len(set(trial)) < len(trial):
                    continue
                swaps = sum(trial[x] > trial[y] for x in range(len(trial))
                            for y in range(x + 1, len(trial)))
                out[index[tuple(sorted(trial))], col] += (-1)**swaps * f[new, old]
    return out


def joint_values(ops):
    """Simultaneous eigenvalues of commuting Hermitian operators."""
    weights = np.sqrt([1, 2, 3, 5])
    vec = np.linalg.eigh(sum(w * op for w, op in zip(weights, ops)))[1]
    values = []
    for op in ops:
        val = np.real(np.diag(vec.conj().T @ op @ vec))
        assert np.allclose(op @ vec, vec * val, atol=1e-8)
        values.append(val)
    return np.array(values).T


# ---- One atom: levels, phases under reflection, Kramers property ----
atom_j = [sum_op(t, atom_dets) for t in total]
atom_j2 = sum(x @ x for x in atom_j)
atom_h = sum_op(spin_orbit, atom_dets)
atom_mirror = group_op(mirror, atom_dets)
lower = atom_j[0] - 1j * atom_j[1]
level = {}
for J in (1.5, 0.5):
    d2 = atom_j2 - J * (J + 1) * np.eye(6)
    dz = atom_j[2] - J * np.eye(6)
    val, vec = np.linalg.eigh(d2 @ d2 + dz @ dz)
    assert val[0] < 1e-10 < val[1]
    ladder, M = {J: vec[:, 0]}, J
    while M > -J:
        ladder[M - 1] = lower @ ladder[M] / np.sqrt(J*(J+1) - M*(M-1))
        M -= 1
    for M in ladder:
        phase = -(-1)**int(round(J - M))
        assert np.allclose(atom_mirror @ ladder[M], phase * ladder[-M])
    level[J] = np.real(np.vdot(ladder[J], atom_h @ ladder[J]))
    assert np.allclose(atom_h @ ladder[J], level[J] * ladder[J])
delta = level[0.5] - level[1.5]
assert np.isclose(level[1.5], -zeta / 2) and np.isclose(level[0.5], zeta)
assert np.isclose(delta, 1.5 * zeta)
atom_t = group_op(time_rev, atom_dets)
atom_t2 = atom_t @ atom_t.conj()
assert np.allclose(atom_t2, -np.eye(6))

# ---- Molecule: symmetry operators on the 36 determinants ----
H0 = sum_op(both(spin_orbit), mol_dets)
Jz = sum_op(both(total[2]), mol_dets)
inversion = group_op(np.kron(pauli[0], -np.eye(6)), mol_dets)
reflection = group_op(both(mirror), mol_dets)
mol_t = group_op(both(time_rev), mol_dets)
mol_t2 = mol_t @ mol_t.conj()
assert np.allclose(mol_t2, np.eye(36))
assert np.allclose(mol_t @ Jz.conj() @ mol_t.conj().T, -Jz)
assert np.allclose(reflection @ Jz @ reflection.conj().T, -Jz)
exchange = np.zeros((36, 36))
for a in range(6):
    for b in range(6):
        exchange[6 * b + a, 6 * a + b] = 1
assert np.allclose(inversion, -exchange)

# ---- Direct case (c) labels by joint diagonalization ----
rows = joint_values([H0 / delta, Jz @ Jz, inversion, reflection])
bottom = rows[:, 0].min()
raw = Counter()
product_states = Counter()
for energy, om2, inv, ref in rows:
    limit = int(round(energy - bottom))
    omega = int(round(np.sqrt(abs(om2))))
    assert abs(om2 - omega**2) < 1e-8
    raw[limit, omega, 'g' if inv > 0 else 'u', '+' if ref > 0 else '-'] += 1
    product_states[limit] += 1
direct = Counter()
for (limit, omega, gu, sign), number in raw.items():
    if omega == 0:
        direct[limit, '0' + gu + sign] += number
    else:
        other = '-' if sign == '+' else '+'
        assert raw[limit, omega, gu, other] == number
        direct[limit, str(omega) + gu] = number

# ---- Derived counting rules ----
rule = Counter()
for limit, J in ((0, 1.5), (2, 0.5)):
    rule[limit, '0g+'] = rule[limit, '0u-'] = int(J + 0.5)
    for omega in range(1, int(2 * J) + 1):
        n, d = int(2 * J + 1) - omega, omega % 2
        rule[limit, f'{omega}g'] = (n - d) // 2
        rule[limit, f'{omega}u'] = (n + d) // 2
for gu in 'gu':
    for sign in '+-':
        rule[1, '0' + gu + sign] = 1
    for omega in (1, 2):
        rule[1, f'{omega}{gu}'] = min(2, 3 - omega)
rule = +rule
assert direct == rule
per_limit = [sum(v for (k, _), v in direct.items() if k == q) for q in range(3)]
assert per_limit == [10, 10, 3] and sum(per_limit) == 23

# ---- Case (a) terms found without spin-orbit coupling, then decomposed ----
S = [sum_op(both(x), mol_dets) for x in spin]
Lz = sum_op(both(orb[2]), mol_dets)
space_mirror = group_op(both(np.kron(mirror_space, np.eye(2))), mol_dets)
count = Counter()
for s2, lam2, inv, ref in joint_values(
        [sum(x @ x for x in S), Lz @ Lz, inversion, space_mirror]):
    lam = int(round(np.sqrt(abs(lam2))))
    mult = int(round(np.sqrt(1 + 4 * abs(s2))))
    sign = ('+' if ref > 0 else '-') if lam == 0 else ''
    count[mult, lam, 'g' if inv > 0 else 'u', sign] += 1
terms, from_terms = {}, Counter()
for (mult, lam, gu, sign), states in count.items():
    size = mult * (2 if lam else 1)
    assert states % size == 0
    number = states // size
    terms[mult, lam, gu, sign] = number
    if lam == 0:
        if mult == 1:
            from_terms['0' + gu + sign] += number
        else:
            from_terms['0' + gu + ('-' if sign == '+' else '+')] += number
            from_terms['1' + gu] += number
    else:
        top = (mult - 1) // 2
        for omega in range(lam - top, lam + top + 1):
            if omega == 0:
                from_terms['0' + gu + '+'] += number
                from_terms['0' + gu + '-'] += number
            else:
                from_terms[str(omega) + gu] += number
totals = Counter()
for (_, label), number in direct.items():
    totals[label] += number
assert from_terms == totals

# ---- A generic interaction with the molecular symmetry splits the levels ----
rng = np.random.default_rng(7)
V = rng.normal(size=(36, 36)) + 1j * rng.normal(size=(36, 36))
V = V + V.conj().T
turns = [expm(-2j * np.pi * k / 7 * Jz) for k in range(7)]
V = sum(u @ V @ u.conj().T for u in turns) / 7
for op in (inversion, reflection):
    V = (V + op @ V @ op.conj().T) / 2
strength = 300.0
V *= strength / np.linalg.norm(V, 2)
energies = np.linalg.eigvalsh(H0 + V)
clusters = np.split(energies, np.nonzero(np.diff(energies) > 1e-6)[0] + 1)
split = Counter()
for group in clusters:
    limit = int(round((group[0] - 2 * level[1.5]) / delta))
    split[limit, len(group)] += 1
for q in range(3):
    singles = sum(v for (k, lab), v in direct.items() if k == q and lab[0] == '0')
    assert split[q, 1] == singles
    assert split[q, 2] == per_limit[q] - singles
assert len(clusters) == 23 and max(len(g) for g in clusters) == 2

# ---- Printed results ----
to_ev = 100 * h * c / e
names = ('3/2+3/2', '3/2+1/2', '1/2+1/2')
print(f"spin-orbit constant zeta = {zeta:.0f} cm^-1")
print(f"atomic level J=3/2: {level[1.5]:.0f} cm^-1")
print(f"atomic level J=1/2: {level[0.5]:.0f} cm^-1")
print(f"atomic splitting Delta = {delta:.0f} cm^-1")
print(f"T squared: atom {atom_t2[0, 0].real:+.0f}, "
      f"molecule {mol_t2[0, 0].real:+.0f}")
for q in range(3):
    print(f"asymptote {names[q]}: {q * delta:.0f} cm^-1 = "
          f"{q * delta * to_ev:.4f} eV, {product_states[q]} product states")
print("case (c) label: number at " + ", ".join(names) + "; total")
for label in sorted(totals):
    print(f"  {label:4s}" + "".join(f"{direct[q, label]:5d}" for q in range(3))
          + f"{totals[label]:7d}")
print("  all " + "".join(f"{n:5d}" for n in per_limit) + f"{sum(per_limit):7d}")
zero = sum(v for lab, v in totals.items() if lab[0] == '0')
pairs = sum(totals.values()) - zero
print(f"Omega=0 states: {zero}; Omega>0 pairs: {pairs}; "
      f"dimension: {zero + 2 * pairs}")
print("case (a) terms (multiplicity, Lambda, parity): number")
for (mult, lam, gu, sign), number in sorted(terms.items()):
    print(f"  {mult} {('Sigma', 'Pi', 'Delta')[lam]}{sign} {gu}: {number}")
print(f"number of case (a) terms: {sum(terms.values())}")
print(f"norm of symmetric test interaction: {strength:.0f} cm^-1")
for q in range(3):
    print(f"perturbed levels near {names[q]}: {split[q, 1]} single, "
          f"{split[q, 2]} double")
print(f"distinct perturbed levels: {len(clusters)}")
gap = min(y[0] - x[-1] for x, y in zip(clusters, clusters[1:]))
print(f"smallest gap between distinct levels: {gap:.3f} cm^-1")
print("every check passed")
```

Running it gives:

```
spin-orbit constant zeta = 2000 cm^-1
atomic level J=3/2: -1000 cm^-1
atomic level J=1/2: 2000 cm^-1
atomic splitting Delta = 3000 cm^-1
T squared: atom -1, molecule +1
asymptote 3/2+3/2: 0 cm^-1 = 0.0000 eV, 16 product states
asymptote 3/2+1/2: 3000 cm^-1 = 0.3720 eV, 16 product states
asymptote 1/2+1/2: 6000 cm^-1 = 0.7439 eV, 4 product states
case (c) label: number at 3/2+3/2, 3/2+1/2, 1/2+1/2; total
  0g+     2    1    1      4
  0g-     0    1    0      1
  0u+     0    1    0      1
  0u-     2    1    1      4
  1g      1    2    0      3
  1u      2    2    1      5
  2g      1    1    0      2
  2u      1    1    0      2
  3u      1    0    0      1
  all    10   10    3     23
Omega=0 states: 10; Omega>0 pairs: 13; dimension: 36
case (a) terms (multiplicity, Lambda, parity): number
  1 Sigma+ g: 2
  1 Sigma- u: 1
  1 Pi g: 1
  1 Pi u: 1
  1 Delta g: 1
  3 Sigma- g: 1
  3 Sigma+ u: 2
  3 Pi g: 1
  3 Pi u: 1
  3 Delta u: 1
number of case (a) terms: 12
norm of symmetric test interaction: 300 cm^-1
perturbed levels near 3/2+3/2: 4 single, 6 double
perturbed levels near 3/2+1/2: 4 single, 6 double
perturbed levels near 1/2+1/2: 2 single, 1 double
distinct perturbed levels: 23
smallest gap between distinct levels: 0.486 cm^-1
every check passed
```
